# Filled Hydrogenic Shells, the Thomas–Fermi Energy and Scott's Correction

## Scaling of the energy

Let \(N\) electrons move around a fixed point nucleus of charge \(Z\). They obey the Pauli principle and have two spin states each, but they do not repel one another, and relativity is neglected. In Hartree atomic units the Hamiltonian is

\[
H=\sum_{i=1}^{N}\left(-\tfrac12\nabla_i^2-\frac{Z}{r_i}\right). \tag{1}
\]

Measure lengths in units of \(1/Z\) by writing \(\mathbf r=\boldsymbol\rho/Z\). Then \(\nabla_r^2=Z^2\nabla_\rho^2\) and \(Z/r=Z^2/\rho\), so both terms carry the same factor \(Z^2\). What remains inside the bracket contains no \(Z\). The ground-state energy must therefore have the form

\[
E(Z,N)=-Z^2F(N), \tag{2}
\]

where \(F\) depends on the electron number alone.

A phase-space estimate gives the growth of \(F\). Electrons bound by at most a few times \(|\mu|\) reach out to \(r\sim Z/|\mu|\) with momenta \(p\sim|\mu|^{1/2}\). The number of quantum cells available is \(N\sim(rp)^3\sim Z^3/|\mu|^{3/2}\), so \(|\mu|\sim Z^2N^{-2/3}\). The total energy is of order \(N\mu\), which gives \(F\sim N^{1/3}\). For a neutral system, \(N=Z\), the leading energy is thus proportional to \(Z^{7/3}\).

A correction that comes from the innermost region, \(r\sim1/Z\), cannot depend on how many electrons sit far outside. It adds a constant to \(F\), and so a term proportional to \(Z^2\) to the energy. Scaling leaves two numbers to be found, and the shell sum supplies both:

\[
E(Z)=-\left(\tfrac32\right)^{1/3}Z^{7/3}+\tfrac12Z^2+O(Z^{5/3}). \tag{3}
\]

This is an asymptotic statement for large \(Z\), not an identity.

## Closed shells

The hydrogenic levels are \(\varepsilon_n=-Z^2/(2n^2)\). Level \(n\) contains the angular momenta \(l=0,\dots,n-1\), hence \(\sum_l(2l+1)=n^2\) orbitals, and \(2n^2\) electrons with spin. A full shell contributes

\[
2n^2\left(-\frac{Z^2}{2n^2}\right)=-Z^2, \tag{4}
\]

whatever its \(n\): the growing capacity offsets the weaker binding. With \(\nu\) full shells,

\[
E=-\nu Z^2,\qquad N=2\sum_{n=1}^{\nu}n^2=\frac{\nu(\nu+1)(2\nu+1)}{3}. \tag{5}
\]

To express \(\nu\) through \(N\), use the midpoint variable \(y=\nu+\tfrac12\). Since \(\nu(\nu+1)=y^2-\tfrac14\) and \(2\nu+1=2y\),

\[
N=\tfrac23y^3-\tfrac16y. \tag{6}
\]

There is no quadratic term, which is the advantage of \(y\) over \(\nu\). Multiply by \(3/2\) and define \(a\):

\[
y^3-\tfrac14y=a^3,\qquad a=\left(\tfrac32N\right)^{1/3}. \tag{7}
\]

For large \(N\), put \(y=a+\delta\) with \(\delta\) small. Equation (7) becomes

\[
3a^2\delta+3a\delta^2+\delta^3-\tfrac14a-\tfrac14\delta=0. \tag{8}
\]

The largest terms are \(3a^2\delta\) and \(a/4\), which balance when \(\delta=1/(12a)\). At the next order, \(3a\delta^2=1/(48a)\) and \(-\delta/4=-1/(48a)\) cancel. The first uncancelled term is \(\delta^3\sim a^{-3}\); dividing it by \(3a^2\) shows that the next change in \(\delta\) is of order \(a^{-5}\). Therefore

\[
y=a+\frac1{12a}+O(a^{-5}). \tag{9}
\]

Insert \(\nu=y-\tfrac12\) into \(E=-\nu Z^2\):

\[
E=-Z^2a+\frac{Z^2}{2}-\frac{Z^2}{12a}+O(Z^2a^{-5}). \tag{10}
\]

For \(N=Z\), \(Z^2a=(3/2)^{1/3}Z^{7/3}\), and the first two terms are those of (3). The third is of order \(Z^{5/3}\).

The expansion needs many electrons, not merely a strong nucleus. If \(N\to0\) at fixed \(Z\), the first two terms of (10) tend to \(+Z^2/2\), whereas the true energy of no electrons is zero.

## Open shells

Most values of \(Z\) do not close a shell. Let the first \(\nu\) shells be full and let a fraction \(x\), with \(0\le x<1\), of shell \(\nu+1\) be occupied. That shell has \(2(\nu+1)^2=2(y+\tfrac12)^2\) places, and by (4) its occupied part contributes \(-xZ^2\). Hence

\[
E=-Z^2(\nu+x),\qquad a^3=y^3-\tfrac14y+3x\left(y+\tfrac12\right)^2. \tag{11}
\]

Take out \(y^3\):

\[
a=y\left[1+\frac{3x}{y}+\frac{3x-\frac14}{y^2}+\frac{3x}{4y^3}\right]^{1/3}. \tag{12}
\]

Now use \((1+u)^{1/3}=1+u/3-u^2/9+O(u^3)\). Through order \(y^{-2}\), the linear term gives \(x/y+(x-\frac1{12})/y^2\), and the quadratic term gives \(-x^2/y^2\). After multiplication by \(y\),

\[
a=y+x+\frac{x(1-x)-\frac1{12}}{y}+O(y^{-2}). \tag{13}
\]

Since \(\nu+x=y+x-\tfrac12\), and \(1/y\) may be replaced by \(1/a\) at this order,

\[
E=-Z^2a+\frac{Z^2}{2}+\frac{Z^2}{a}\left[x(1-x)-\frac1{12}\right]+O\!\left(\frac{Z^2}{a^2}\right). \tag{14}
\]

At \(x=0\) this agrees with (10). For \(N=Z\) the last displayed term is of order \(Z^{5/3}\), which proves (3) for all large integers \(Z\). Its bracket runs from \(-1/12\) at a closed shell to \(1/6\) at a half-filled one. Shell structure therefore enters one order after the \(Z^2\) term and does not alter the coefficient \(1/2\).

## The leading term is the Thomas–Fermi energy

Thomas–Fermi theory replaces the sum over quantum states by an integral over phase space, with two electrons per volume \((2\pi)^3\). Without repulsion, the lowest energy is obtained by filling all cells with \(p^2/2-Z/r<\mu\). At radius \(r\) the momenta fill a sphere of radius \(k\), where

\[
k^2=2\left(\mu+\frac Zr\right),\qquad
n(r)=\frac{2}{(2\pi)^3}\,\frac{4\pi k^3}{3}=\frac{k^3}{3\pi^2}. \tag{15}
\]

Label the Fermi energy by a continuous number \(\lambda\), chosen to resemble a principal quantum number:

\[
\mu=-\frac{Z^2}{2\lambda^2},\qquad R=\frac{Z}{|\mu|}=\frac{2\lambda^2}{Z}. \tag{16}
\]

The density ends at \(R\). Substitute \(r=R\sin^2\theta\), so that \(k=(2Z/R)^{1/2}\cot\theta\) and \(dr=2R\sin\theta\cos\theta\,d\theta\):

\[
N_{\rm TF}=\int_0^R4\pi r^2n\,dr
=\frac{8}{3\pi}(2ZR)^{3/2}\int_0^{\pi/2}\sin^2\theta\cos^4\theta\,d\theta. \tag{17}
\]

The angular integral is \(\pi/32\), and \((2ZR)^{3/2}=(4\lambda^2)^{3/2}=8\lambda^3\). Thus \(N_{\rm TF}=\tfrac23\lambda^3\).

Raising \(\lambda\) by \(d\lambda\) adds \(2\lambda^2d\lambda\) electrons, each of energy \(-Z^2/(2\lambda^2)\). The total energy is

\[
E_{\rm TF}=\int_0^\lambda\left(-\frac{Z^2}{2s^2}\right)2s^2\,ds=-Z^2\lambda. \tag{18}
\]

Fixing the electron number at \(N\) requires \(\lambda=(3N/2)^{1/3}=a\), so \(E_{\rm TF}=-Z^2a\). This is the first term of (10) and (14). The term \(+Z^2/2\) is the leading error of Thomas–Fermi theory for this system.

## Where the term \(Z^2/2\) comes from

Cut the Thomas–Fermi distribution into slices \(n-\tfrac12<\lambda<n+\tfrac12\), one for each true shell. By (18) each slice has energy \(-Z^2\), the same as the shell. Its electron number is

\[
\tfrac23\left[\left(n+\tfrac12\right)^3-\left(n-\tfrac12\right)^3\right]=2n^2+\tfrac16. \tag{19}
\]

The slices begin at \(\lambda=\tfrac12\). Below them lies the piece \(0<\lambda<\tfrac12\), to which no quantum shell corresponds. It holds \(\tfrac23\cdot\tfrac18=\tfrac1{12}\) electron and has energy \(-Z^2/2\). Its cells have energies below \(-2Z^2\), although the lowest quantum level is \(-Z^2/2\), and by (16) they lie within \(r<1/(2Z)\). Removing this spurious binding raises the energy by \(Z^2/2\). That is Scott's correction.

The electron count accounts for the next term. The slices from \(\lambda=\tfrac12\) to \(\lambda=y\) have total energy \(-Z^2y+\tfrac12Z^2=-\nu Z^2\), which is already the shell sum (5). Up to \(\lambda=y\), however, Thomas–Fermi theory holds \(\tfrac23y^3=N+y/6\) electrons, an excess of \(y/6\) over the quantum count (6). With only \(N\) electrons it stops at \(\lambda=a<y\) and lacks these \(y/6\) electrons at the Fermi level, each bound by about \(Z^2/(2y^2)\). The two-term energy \(-Z^2a+\tfrac12Z^2\) therefore lies above the shell sum by about \(Z^2/(12y)\), and the third term of (10), \(-Z^2/(12a)\), supplies this missing binding. The excess does not affect the \(Z^2\) term.

The failure near the nucleus can be seen in the local wavelength. A phase-space description requires \(1/k\) to change little over a distance \(1/k\), that is, \(|d(1/k)/dr|\ll1\). Close to the nucleus \(k\simeq(2Z/r)^{1/2}\), so

\[
\left|\frac{d}{dr}\frac1k\right|\simeq\frac{1}{2\sqrt{2Zr}}. \tag{20}
\]

This is small for \(r\gg1/Z\) and not small for \(r\lesssim1/Z\): it is 0.35 at \(r=1/Z\) and reaches 1 at \(r=1/(8Z)\). The condition fails again at the outer edge, where \(k\) vanishes and (20) no longer applies. The next section shows that the edge does not alter the \(Z^2\) term.

## Independence of the outer edge

If the correction belongs to the deep region, it should not depend on the Fermi level. To check this, hold \(\mu\) fixed and compare sums of \(\varepsilon-\mu\) over occupied states. Let \(\lambda=y+t\) with \(|t|\le\tfrac12\), so that \(\nu\) shells lie below \(\mu\). From (5), (6) and (16), the quantum sum is

\[
\Omega_{\rm q}=-Z^2\left(y-\tfrac12\right)+\frac{Z^2}{2\lambda^2}\left(\tfrac23y^3-\tfrac16y\right). \tag{21}
\]

The Thomas–Fermi sum is \(\Omega_{\rm TF}=E_{\rm TF}-\mu N_{\rm TF}=-Z^2\lambda+\tfrac13Z^2\lambda=-\tfrac23Z^2\lambda\). Put \(y=\lambda-t\) in (21) and expand the cube:

\[
\frac{(\lambda-t)^3}{3\lambda^2}=\frac\lambda3-t+\frac{t^2}{\lambda}-\frac{t^3}{3\lambda^2}. \tag{22}
\]

In the difference, the terms in \(\lambda\) sum to \(-1+\tfrac13+\tfrac23=0\), and the terms \(+t\) and \(-t\) cancel. What is left is

\[
\frac{\Omega_{\rm q}-\Omega_{\rm TF}}{Z^2}=\frac12+\frac{t^2-\frac1{12}}{\lambda}+\frac{\frac t{12}-\frac{t^3}3}{\lambda^2}. \tag{23}
\]

The constant \(1/2\) is the same for every position of the Fermi level, while the edge effects die away as \(\lambda\) grows. At \(\lambda=10.5\) the computed difference is 0.4921, and at \(\lambda=40.3\) it is 0.4989.

## Atoms with screening

In a neutral atom with repulsion, a cloud of size \(L\) has Thomas–Fermi kinetic energy of order \(Z^{5/3}/L^2\) and Coulomb energy of order \(Z^2/L\). They balance at \(L\sim Z^{-1/3}\), much larger than \(1/Z\). Near the nucleus the mean field is therefore \(-Z/r\) plus a nearly constant potential of order \(Z^{4/3}\). A constant shifts \(\varepsilon\) and \(\mu\) equally and drops out of \(\varepsilon-\mu\). The deep region should thus produce the same \(Z^2/2\), even though screening changes the leading coefficient.

This can be examined in the fixed field \(V=-(Z/r)\exp(-Z^{1/3}r)\) with \(\mu=-0.05\,Z^{4/3}\). The phase-space sum is

\[
\Omega_{\rm TF}=\int d^3r\,\frac1{\pi^2}\int_0^k p^2\,\frac{p^2-k^2}{2}\,dp
=-\int d^3r\,\frac{k^5}{15\pi^2}, \tag{24}
\]

now with \(k^2=2(\mu-V)\). Since \(k^2\propto Z^{4/3}\) and \(d^3r\propto Z^{-1}\) at fixed \(Z^{1/3}r\), this is proportional to \(Z^{10/3-1}=Z^{7/3}\). Quadrature gives the coefficient \(-0.5141\). The quantum sum was found by solving the radial Schrödinger equation for every occupied angular momentum. The difference divided by \(Z^2\) is

| \(Z^{1/3}\) | \((\Omega_{\rm q}-\Omega_{\rm TF})/Z^2\) |
|---:|---:|
| 10 | 0.4964 |
| 20 | 0.4982 |
| 40 | 0.4992 |

The values approach \(1/2\). In these three rows the distance from \(1/2\) roughly halves when \(Z^{1/3}\) doubles, but at intermediate \(Z\) it does not fall steadily. The table therefore shows the limit, not the form of the next term. These large \(Z\) serve to exhibit the limit and do not describe elements.

For electrons that repel one another through a mean field \(u(\mathbf r)\), exchange and correlation being left out, the energy is the stationary value of

\[
\mathcal E[u,\mu]=\Omega[u,\mu]+\mu N-\frac1{8\pi}\int|\nabla u|^2d^3r. \tag{25}
\]

Here \(\Omega\) is the sum of \(\varepsilon-\mu\) in the potential \(-Z/r+u\), and the last term removes the double counting of the repulsion. A small change \(\delta u\) changes \(\Omega\) by \(\int n\,\delta u\,d^3r\). After integration by parts, the last term changes by \(\frac1{4\pi}\int(\nabla^2u)\,\delta u\,d^3r\). Stationarity therefore gives Poisson's equation \(-\nabla^2u=4\pi n\), and variation of \(\mu\) fixes the electron number.

Replacing the Thomas–Fermi \(\Omega\) by the quantum one adds \(Z^2/2\) at fixed \(u\) and \(\mu\), up to terms of order \(Z^{5/3}\). Because \(\mathcal E\) is stationary, the resulting changes of \(u\) and \(\mu\) affect the energy in second order. Exchange is estimated by \(\int n^{4/3}d^3r\) with \(n\sim Z^2\) in a volume \(Z^{-1}\), which gives \(Z^{5/3}\), below the Scott term. This is an argument for the transfer, not a proof, since the second-order change has not been bounded and correlation has not been estimated.

The \(Z^2\) coefficient does depend on what happens at \(r\sim1/Z\). Electrons there have speeds of order \(Z\) in atomic units. When \(Z\) is not small compared with the speed of light, \(c\approx137\) in these units, relativity changes this term, and (3) no longer describes it. With Dirac levels in place of \(\varepsilon_n\) and many shells filled, the energy divided by \(Z^2\) shifts by about \(-0.036\) at \(Z=28\) and \(-0.33\) at \(Z=80\), to be set against the coefficient \(1/2\).

## Worked example: three full shells

Take \(Z=N=28\). The capacities \(2+8+18=28\) fill three shells, so the model's energy is \(-3\times28^2=-2352\) hartree. This is not the energy of a nickel atom, because repulsion is absent. Relativity is also left out; Dirac levels would lower this three-shell sum by about 18 hartree.

Here \(a=(1.5\times28)^{1/3}=42^{1/3}=3.4760\), and the terms of (10) are

\[
\begin{aligned}
-Z^2a&=-784\times3.4760=-2725.2\ \text{hartree},\\
\tfrac12Z^2&=+392.0\ \text{hartree},\\
-\frac{Z^2}{12a}&=-18.8\ \text{hartree}.
\end{aligned}
\]

The Thomas–Fermi term alone overestimates the binding by 15.9% of the model's energy. With Scott's correction the sum is \(-2333.2\) hartree, which underestimates the binding by 0.8%. The third term brings the sum to \(-2352.0\) hartree. In electronvolts, the model's energy is \(-64.00\) keV and the two-term value \(-63.49\) keV.

An open shell shows the other sign of the remainder. For \(Z=20\), two shells are full and the third holds 10 of 18 electrons, so \(x=0.556\). The shell sum is \(-1022.2\) hartree and the two-term formula gives \(-1042.9\) hartree, now too deep. The remainder multiplied by \(a/Z^2\) is 0.161, close to the value \(1/6\) that (14) gives at half filling. For \(Z\) from 1000 to 3000 the same quantity runs from \(-0.0833\) to 0.1667, in agreement with the range \(-1/12\) to \(1/6\) up to corrections of relative order \(1/a\). The numerical check covers the shell expansion, the Thomas–Fermi integrals and the screened field.

## Numbers as computed

```
Noninteracting model, Z = N = 28
full shells nu = 3
a = (3N/2)^(1/3) = 3.476027
coefficient (3/2)^(1/3) = 1.144714
exact energy = -2352.0000 hartree
leading term = -2725.2049 hartree
TF energy by quadrature = -2725.2049 hartree
Scott term = 392.0000 hartree
two-term energy = -2333.2049 hartree
third term, closed shell = -18.7954 hartree
three-term energy = -2352.0003 hartree
one-term relative error = 15.868 %
two-term relative error = -0.799 %
exact energy = -64001.2 eV
two-term energy = -63489.7 eV
Scott term = 10666.9 eV
TF slice lam<1/2: electrons = 0.083333
TF slice lam<1/2: energy = -392.0000 hartree
TF slice lam<1/2: outer radius = 0.017857 bohr
Z, nu, x, exact, two-term (hartree), remainder*a/Z^2
  10 2 0.0000 -200.000 -196.621 -0.08333
  20 2 0.5556 -1022.222 -1042.893 0.16057
  28 3 0.0000 -2352.000 -2333.205 -0.08333
  60 4 0.0000 -14400.000 -14333.057 -0.08333
  85 4 0.5000 -32512.500 -32751.745 0.16666
 110 5 0.0000 -60500.000 -60316.159 -0.08333
remainder*a/Z^2 for Z = 1000 to 3000:
minimum = -0.08333
maximum = 0.16671
Coulomb field, fixed mu: lam, (quantum-TF)/Z^2
  5.2 0.500690
 10.5 0.492063
 20.8 0.500357
 40.3 0.498916
Screened field: -mu/Z^(4/3) = 0.05 hartree
Screened field: Z^(7/3) coefficient = -0.514118
Z^(1/3), quantum sum/Z^2, (quantum-TF)/Z^2
 10 -4.644776 0.496402
 20 -9.784119 0.498236
 40 -20.065556 0.499155
```
